# Dopant-Number Fluctuation in One Debye Sphere of a Nondegenerate Semiconductor: a program that tests the result

```python
# Result under test: the fractional rms fluctuation of the number of donors
# in a sphere of one Debye length is, in atomic units,
#   delta = sqrt(3) (4 pi n)^(1/4) / (eps kT)^(3/4),
# n = donor density, eps = relative permittivity, kT = thermal energy.
# Donors: random, fixed, ionized. Electrons: nondegenerate, mean density n.
# Independent road: Poisson equation with Fermi-Dirac electrons gives the
# screening length; random donors are then counted in spheres of that radius.
# Working units: nm, eV; densities enter in cm^-3.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
EPS = 11.7             # silicon, rough
MASS_C = 1.08          # density-of-states mass, conduction band, rough
MASS_V = 0.81          # density-of-states mass, valence band, rough
MASS_LIGHT = 0.19      # lightest electron mass in silicon, rough
GAP = 1.12             # eV, rough
DONOR_DEPTH = 0.045    # eV, phosphorus, rough
DOPING = 1e16          # cm^-3
TEMP = 300.0           # K
CM3 = 1e-21            # one cm^-3 expressed in nm^-3
BOHR_CM = sc.physical_constants["Bohr radius"][0] * 100
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
CHARGE = sc.e / sc.epsilon_0 * 1e9     # e^2/epsilon_0 in eV nm


def thermal(temp):
    return sc.k * temp / sc.e


def delta_formula(doping, temp=TEMP):
    n_au = doping * BOHR_CM**3
    kt_au = thermal(temp) / HARTREE
    return np.sqrt(3) * (4*np.pi*n_au)**0.25 / (EPS*kt_au)**0.75


def band_density(temp, mass):
    """Effective density of states in cm^-3."""
    x = 2*np.pi*mass*sc.m_e*sc.k*temp / sc.h**2
    return 2 * x**1.5 * 1e-6


T_GRID = np.linspace(0, 9, 361)


def filling(eta):
    """Electron density over band density; eta = Fermi level / kT."""
    eta = np.asarray(eta, dtype=float)[..., None]
    f = T_GRID**2 / (1 + np.exp(T_GRID**2 - eta))
    return 4/np.sqrt(np.pi) * f.sum(axis=-1) * (T_GRID[1] - T_GRID[0])


def fermi_level(doping, temp):
    target = doping / band_density(temp, MASS_C)
    return brentq(lambda e: float(filling(e)) / target - 1, -40, 5)


def solved_length(doping, temp=TEMP):
    """Decay length (nm) from the nonlinear Poisson equation."""
    eta = fermi_level(doping, temp)
    base = float(filling(eta))
    strength = CHARGE * doping * CM3 / (EPS * thermal(temp))
    # The domain only has to be long compared with the decay length.
    size = 12 / np.sqrt(strength)
    small = 1e-3

    def rhs(s, w):
        excess = (filling(eta + small*w[0]) / base - 1) / small
        return np.vstack([w[1], size**2 * strength * excess])

    def ends(left, right):
        return np.array([left[0] - 1, right[0]])

    s = np.linspace(0, 1, 201)
    guess = np.vstack([1 - s, -np.ones_like(s)])
    sol = solve_bvp(rhs, ends, s, guess, tol=1e-6, max_nodes=20000)
    assert sol.success
    return -size / sol.y[1, 0]


def count_donors(doping, radius, cells=30):
    """Donors in separate spheres, one in each cube of side 2*radius."""
    side = 2 * radius * cells
    total = int(round(doping * CM3 * side**3))
    place = rng.random((total, 3)) * cells
    cube = np.minimum(place.astype(int), cells - 1)
    distance2 = ((2 * (place - cube - 0.5))**2).sum(axis=1)
    label = (cube[:, 0]*cells + cube[:, 1])*cells + cube[:, 2]
    return np.bincount(label[distance2 < 1], minlength=cells**3)


def spread(counts):
    return counts.std() / counts.mean()


# Doping series: solved length and counted donors against the formula.
series = np.array([1e14, 1e15, 1e16, 1e17])
rows = []
for doping in series:
    length = solved_length(doping)
    counts = count_donors(doping, length)
    predicted = delta_formula(doping)
    mean = 4*np.pi/3 * doping * CM3 * length**3
    assert abs(mean * predicted**2 - 1) < 6e-3    # slight degeneracy
    assert abs(spread(counts) / predicted - 1) < 0.03    # sampling noise
    rows.append((doping, length, mean, predicted, spread(counts)))
    if doping == DOPING:
        empty_counted = np.mean(counts == 0)
slope = np.polyfit(np.log(series), np.log([r[4] for r in rows]), 1)[0]
assert abs(slope - 0.25) < 0.006

# In a sphere of fixed size the fluctuation falls with doping instead.
fixed_radius = 40.0
fixed_low = spread(count_donors(1e16, fixed_radius))
fixed_high = spread(count_donors(1e17, fixed_radius))
fixed_slope = np.log10(fixed_high / fixed_low)
assert abs(fixed_slope + 0.5) < 0.02

# The example.
kt = thermal(TEMP)
debye = np.sqrt(EPS * kt / (CHARGE * DOPING * CM3))
pair = CHARGE / (4*np.pi*EPS*kt)       # pair energy equals kT here
number = 4*np.pi/3 * DOPING * CM3 * debye**3
delta = delta_formula(DOPING)
assert abs(solved_length(DOPING) / debye - 1) < 2e-3
assert abs(number / (debye / (3*pair)) - 1) < 1e-6
empty = np.exp(-number)
assert abs(empty_counted - empty) < 0.008

# Doping at which the sphere holds one donor.
kt_au = kt / HARTREE
one_donor = (EPS*kt_au)**3 / (36*np.pi) / BOHR_CM**3
one_length = solved_length(one_donor)
assert abs(4*np.pi/3 * one_donor*CM3 * one_length**3 - 1) < 6e-3

# Potential fluctuation in units of kT: integral over wavenumber.
kappa = 1 / debye


def spectrum(q):
    return q**2 / (2*np.pi**2) * (4*np.pi*pair / (q**2 + kappa**2))**2


# The variable x = q/kappa keeps the integrand on a scale of one.
var_q = DOPING*CM3*kappa*quad(lambda x: spectrum(x*kappa), 0, np.inf)[0]
sigma = delta / np.sqrt(6)
assert abs(np.sqrt(var_q) / sigma - 1) < 1e-5


# Same by random donors; the core is capped so that the variance converges.
def capped(r):
    r = np.maximum(r, pair)
    return pair / r * np.exp(-r / debye)


reach = 5 * debye
trials = 10000
per_trial = 4*np.pi/3 * DOPING * CM3 * reach**3
variances = []
for batch in range(4):
    total = int(round(per_trial * trials))
    r = reach * rng.random(total)**(1/3)
    owner = rng.integers(trials, size=total)
    u = np.bincount(owner, weights=capped(r), minlength=trials)
    variances.append(u.var())
sigma_sampled = np.sqrt(np.mean(variances))
integral = quad(lambda r: 4*np.pi*r**2*capped(r)**2, 0, reach,
                points=[pair])[0]
sigma_capped = np.sqrt(DOPING * CM3 * integral)
assert abs(sigma_sampled / sigma_capped - 1) < 0.04    # sampling noise

# The normalized screened weight gives the same fractional fluctuation.


def weight(r):
    return np.exp(-r/debye) / (4*np.pi*debye**2*r)


far = 40 * debye
norm = quad(lambda r: 4*np.pi*r**2*weight(r), 0, far, limit=200)[0]
square = quad(lambda r: 4*np.pi*r**2*weight(r)**2, 0, far, limit=200)[0]
weighted = np.sqrt(square / (DOPING * CM3))
assert abs(norm - 1) < 1e-6 and abs(weighted / sigma - 1) < 1e-5

# Neglected effects for the example's numbers.
nonlinear = np.expm1(sigma) / sigma - 1
n_c = band_density(TEMP, MASS_C)
n_v = band_density(TEMP, MASS_V)
eta = fermi_level(DOPING, TEMP)
h = 1e-3
response = (filling(eta + h) - filling(eta - h)) / (2*h)
degeneracy = float(filling(eta) / response) - 1
assert abs(degeneracy / (DOPING / (2**1.5 * n_c)) - 1) < 0.01

binding = 2 * np.exp(DONOR_DEPTH / kt) / n_c
free = brentq(lambda n: n*(1 + binding*n)/DOPING - 1, 0, DOPING)
neutral = 1 - free / DOPING
holes = n_c * n_v * np.exp(-GAP / kt) / DOPING**2

# Static response of free electrons at wavenumber 1/debye.
a = sc.hbar**2 / (MASS_LIGHT*sc.m_e*sc.k*TEMP*(debye*1e-9)**2)
k = (np.arange(-4000, 4000) + 0.5) * 0.0025
q = np.sqrt(a)
change = np.exp(-(k - q/2)**2/2) - np.exp(-(k + q/2)**2/2)
wave = 1 - np.sum(change/(k*q)) * 0.0025 / np.sqrt(2*np.pi)
assert abs(wave / (a/12) - 1) < 0.01

hot = 400.0
delta_hot = delta_formula(DOPING, hot)
number_hot = 4*np.pi/3 * DOPING*CM3 * solved_length(DOPING, hot)**3
assert abs(number_hot * delta_hot**2 - 1) < 6e-3
assert abs(np.log(delta_hot/delta)/np.log(hot/TEMP) + 0.75) < 1e-6

print("INPUTS (silicon, rough typical values)")
print(f"donor density: {DOPING:.1e} cm^-3")
print(f"temperature: {TEMP:.0f} K; kT: {kt:.5f} eV")
print(f"relative permittivity: {EPS}")
print(f"density-of-states masses: {MASS_C}, {MASS_V} electron masses")
print(f"lightest electron mass: {MASS_LIGHT} electron masses")
print(f"gap: {GAP} eV; donor depth: {DONOR_DEPTH} eV")
print("EXAMPLE")
print(f"distance b where pair energy is kT: {pair:.3f} nm")
print(f"Debye length: {debye:.2f} nm = {debye*10:.1f} angstrom")
print(f"mean donors in Debye sphere N: {number:.3f}")
print(f"rms fluctuation of donor number: {np.sqrt(number):.3f}")
print(f"fractional fluctuation delta: {delta:.3f}")
print(f"chance of empty sphere, formula: {empty:.4f}")
print(f"chance of empty sphere, counted: {empty_counted:.4f}")
print(f"potential fluctuation: {sigma:.3f} kT = {sigma*kt:.5f} eV")
print(f"fraction with screened weight: {weighted:.3f}")
print(f"capped potential, integral: {sigma_capped:.4f} kT")
print(f"capped potential, sampled: {sigma_sampled:.4f} kT")
print(f"doping with one donor per sphere: {one_donor:.2e} cm^-3")
print(f"Debye length at that doping: {one_length:.2f} nm")
print("SERIES: doping cm^-3, solved length nm, N, delta, counted delta")
for row in rows:
    print("%.0e  %.2f  %.3f  %.3f  %.3f" % row)
print(f"power of doping from counts: {slope:.4f}")
print(f"power in fixed {fixed_radius:.0f} nm sphere: {fixed_slope:.4f}")
print(f"delta ratio for tenfold doping: {10**0.25:.3f}")
print("NEGLECTED EFFECTS")
print(f"nonlinear electron response at rms potential: {nonlinear:.3f}")
print(f"band density of states N_c: {n_c:.2e} cm^-3")
print(f"degeneracy, relative change of length squared: {degeneracy:.2e}")
print(f"neutral donor fraction: {neutral:.2e}")
print(f"hole to electron ratio: {holes:.1e}")
print(f"wave nature, relative loss of response: {wave:.2e}")
print(f"delta at {hot:.0f} K: {delta_hot:.3f}")
print("finished without a failed check")
```

Running it gives:

```
INPUTS (silicon, rough typical values)
donor density: 1.0e+16 cm^-3
temperature: 300 K; kT: 0.02585 eV
relative permittivity: 11.7
density-of-states masses: 1.08, 0.81 electron masses
lightest electron mass: 0.19 electron masses
gap: 1.12 eV; donor depth: 0.045 eV
EXAMPLE
distance b where pair energy is kT: 4.761 nm
Debye length: 40.88 nm = 408.8 angstrom
mean donors in Debye sphere N: 2.863
rms fluctuation of donor number: 1.692
fractional fluctuation delta: 0.591
chance of empty sphere, formula: 0.0571
chance of empty sphere, counted: 0.0574
potential fluctuation: 0.241 kT = 0.00624 eV
fraction with screened weight: 0.241
capped potential, integral: 0.2229 kT
capped potential, sampled: 0.2225 kT
doping with one donor per sphere: 8.19e+16 cm^-3
Debye length at that doping: 14.29 nm
SERIES: doping cm^-3, solved length nm, N, delta, counted delta
1e+14  408.78  28.612  0.187  0.187
1e+15  129.27  9.048  0.332  0.334
1e+16  40.88  2.862  0.591  0.592
1e+17  12.93  0.906  1.051  1.043
power of doping from counts: 0.2490
power in fixed 40 nm sphere: -0.5028
delta ratio for tenfold doping: 1.778
NEGLECTED EFFECTS
nonlinear electron response at rms potential: 0.131
band density of states N_c: 2.82e+19 cm^-3
degeneracy, relative change of length squared: 1.25e-04
neutral donor fraction: 4.02e-03
hole to electron ratio: 7.9e-13
wave nature, relative loss of response: 7.73e-04
delta at 400 K: 0.476
finished without a failed check
```
